# The Photon Polarization Sum and Current Conservation in Tree-Level QED: a numerical check

```python
"""
Photon polarization sum and its use with a conserved amplitude.
Result under test, for k.k = 0 and k.n != 0, metric (+,-,-,-):
  sum eps^mu eps*^nu = -g + (k n + n k)/(k.n) - n.n k k/(k.n)^2,
and the n-dependent terms vanish when contracted with M^mu if k.M = 0.
k: photon momentum, n: reference vector, eps: polarization vectors with
k.eps = n.eps = 0 and eps_i*.eps_j = -delta_ij, M^mu: amplitude vector.
Example: Compton scattering, electron at rest. Momenta in units of the
electron mass m, squared amplitudes in units of e^4, ubar u = 2m.
"""
import numpy as np
from scipy.linalg import null_space

rng = np.random.default_rng(7)
g = np.diag([1.0, -1.0, -1.0, -1.0])
m = 1.0


def dot(a, b):
    return a @ g @ b


def complement(k, n):
    """Real basis of the vectors orthogonal to k and n, and its -g Gram matrix."""
    basis = null_space(np.array([g @ k, g @ n]))
    return basis, -basis.T @ g @ basis


def polarizations(k, n):
    """Two complex polarization vectors (columns) from their definition."""
    basis, gram = complement(k, n)
    lower = np.linalg.cholesky(gram)
    real_pair = basis @ np.linalg.inv(lower).T
    return real_pair @ np.array([[1, 1], [1j, -1j]]) / np.sqrt(2)


def sum_formula(k, n):
    kn = dot(k, n)
    return (-g + (np.outer(k, n) + np.outer(n, k)) / kn
            - dot(n, n) * np.outer(k, k) / kn**2)


# --- polarization sum for random momenta and reference vectors ---
worst = 0.0
kinds = set()
tested = 0
while tested < 200:
    k3 = rng.normal(size=3)
    k_r = np.array([np.linalg.norm(k3), *k3])
    n_r = rng.normal(size=4)
    if tested % 4 == 0:
        n_r[0] = np.linalg.norm(n_r[1:])      # lightlike case
    if abs(dot(k_r, n_r)) < 0.3:              # avoid badly conditioned cases
        continue
    n_sq = dot(n_r, n_r)
    kinds.add(0 if abs(n_sq) < 1e-12 else int(np.sign(n_sq)))
    eps = polarizations(k_r, n_r)
    assert np.allclose(eps.conj().T @ g @ eps, -np.eye(2), atol=1e-9)
    explicit_sum = eps @ eps.conj().T
    worst = max(worst, np.abs(explicit_sum - sum_formula(k_r, n_r)).max())
    # null partner of k and completeness of the four vectors
    kn = dot(k_r, n_r)
    q = n_r / kn - n_sq * k_r / (2 * kn**2)
    assert abs(dot(q, q)) < 1e-9 and abs(dot(k_r, q) - 1) < 1e-9
    complete = np.outer(k_r, q) + np.outer(q, k_r) - explicit_sum
    assert np.allclose(complete, g, atol=1e-8)
    tested += 1
assert worst < 1e-8
assert kinds == {-1, 0, 1}

# --- Dirac matrices and spinors ---
s0 = np.eye(2)
pauli = [np.array([[0, 1], [1, 0]]), np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]])]
gamma = np.array([np.kron(pauli[2], s0)]
                 + [np.kron(1j * pauli[1], s) for s in pauli])


def slash(a):
    return np.einsum('m,mij->ij', g @ a, gamma)


def spinors(p):
    """Rows: the two spinors u(p), normalized to ubar u = 2m."""
    return ((slash(p) + m * np.eye(4))[:, :2] / np.sqrt(p[0] + m)).T


def bar(u):
    return u.conj() @ gamma[0]


def propagator(a):
    return np.linalg.inv(slash(a) - m * np.eye(4))


# --- Compton kinematics ---
omega, theta = 1.0, np.pi / 3
p = np.array([m, 0, 0, 0])
k = omega * np.array([1.0, 0, 0, 1])
omega_out = omega / (1 + omega / m * (1 - np.cos(theta)))
k_out = omega_out * np.array([1, np.sin(theta), 0, np.cos(theta)])
p_out = p + k - k_out
assert abs(dot(p_out, p_out) - m**2) < 1e-12
u_in, ubar_out = spinors(p), bar(spinors(p_out))
assert np.allclose(bar(u_in) @ u_in.T, 2 * m * np.eye(2))

# Amplitude tensors: [final spin, initial spin, outgoing index, incoming index]
absorb_first = np.einsum('ai,nij,jk,mkl,bl->abnm', ubar_out, gamma,
                         propagator(p + k), gamma, u_in)
emit_first = np.einsum('ai,mij,jk,nkl,bl->abnm', ubar_out, gamma,
                       propagator(p - k_out), gamma, u_in)
full = absorb_first + emit_first

# Contraction of each diagram with k, outgoing index left free
contact = np.einsum('ai,nij,bj->abn', ubar_out, gamma, u_in)
assert np.allclose(absorb_first @ (g @ k), contact)
assert np.allclose(emit_first @ (g @ k), -contact)
ward_residual = np.abs(full @ (g @ k)).max()
assert ward_residual < 1e-12 and np.abs(contact).max() > 0.1

# --- sum over the incoming photon for several reference vectors ---
n_rest = np.array([1.0, 0, 0, 0])
references = {'(1,0,0,0)': n_rest, '(1,1,0,0)': np.array([1.0, 1, 0, 0]),
              '(0,1,0,2)': np.array([0.0, 1, 0, 2])}
eps_out = polarizations(k_out, n_rest)


def vectors(tensor):
    """Amplitude vectors M^mu, one row per spins and outgoing polarization."""
    return np.einsum('abnm,nf->abfm', tensor, (g @ eps_out).conj()).reshape(-1, 4)


def explicit(rows, n):
    return (np.abs(rows @ g @ polarizations(k, n))**2).sum() / 4


def pieces(rows, n):
    k_m, n_m, kn = rows @ g @ k, rows @ g @ n, dot(k, n)
    metric = -np.einsum('rm,mn,rn->', rows, g, rows.conj()).real
    mixed = 2 * (k_m * n_m.conj()).sum().real / kn
    square = -dot(n, n) * (np.abs(k_m)**2).sum() / kn**2
    return np.array([metric, mixed, square]) / 4


rows_full, rows_single = vectors(full), vectors(absorb_first)
table = {}
for name, n in references.items():
    for rows, label in ((rows_full, 'full'), (rows_single, 'single')):
        value, parts = explicit(rows, n), pieces(rows, n)
        assert abs(value - parts.sum()) < 1e-10
        table[name, label] = (value, parts)
    assert np.abs(table[name, 'full'][1][1:]).max() < 1e-12
    # changing the reference vector shifts each polarization by a multiple of k
    old = polarizations(k, n_rest)
    shifted = old - np.outer(k, (n @ g @ old) / dot(n, k))
    assert np.abs(n @ g @ shifted).max() < 1e-12
    assert np.allclose(shifted.conj().T @ g @ shifted, -np.eye(2))
    new = polarizations(k, n)
    assert np.allclose(shifted @ shifted.conj().T, new @ new.conj().T)
    assert np.allclose(rows_full @ g @ shifted, rows_full @ g @ old)
full_values = [table[name, 'full'][0] for name in references]
single_values = [table[name, 'single'][0] for name in references]
assert np.ptp(full_values) < 1e-10
assert np.ptp(single_values) > 0.01

# --- both photon sums replaced by -g ---
both_metric = np.einsum('abnm,nr,ms,abrs->', full, g, g, full.conj()).real / 4
klein_nishina = 2 * (omega_out / omega + omega / omega_out - np.sin(theta)**2)
assert abs(both_metric - klein_nishina) < 1e-10
assert abs(both_metric - full_values[0]) < 1e-10

# --- one amplitude vector: spin up to up, outgoing polarization in the plane ---
eps_plane = np.array([0, np.cos(theta), 0, -np.sin(theta)])
assert abs(dot(eps_plane, k_out)) < 1e-12
one_full = (g @ eps_plane) @ full[0, 0]
one_single = (g @ eps_plane) @ absorb_first[0, 0]
assert abs(one_full[0] - one_full[3]) < 1e-12
assert abs(one_single[0] - one_single[3]) > 0.01
transverse = (np.abs(one_full[1:3])**2).sum()
covariant = -(one_full @ g @ one_full.conj()).real
assert abs(transverse - covariant) < 1e-12

# --- charged line with two further arbitrary vertices ---
vertex_1, vertex_2 = (rng.normal(size=(4, 4)) + 1j * rng.normal(size=(4, 4))
                      for _ in range(2))
l_1 = np.array([0.3, 0.5, -0.2, 0.4])
ks = slash(k)
S_a, S_ak = propagator(p + l_1), propagator(p + l_1 + k)
assert np.allclose(S_ak @ ks @ S_a, S_a - S_ak)


def insertions(end_row):
    u = u_in[0]
    return np.array([
        end_row @ vertex_2 @ S_ak @ vertex_1 @ propagator(p + k) @ ks @ u,
        end_row @ vertex_2 @ S_ak @ ks @ S_a @ vertex_1 @ u,
        end_row @ ks @ propagator(p_out - k) @ vertex_2 @ S_a @ vertex_1 @ u])


on_shell = insertions(ubar_out[0])
off_shell = insertions(np.array([1.0, 0.5, -0.7, 0.2]))
assert abs(on_shell.sum()) < 1e-10 * max(1, np.abs(on_shell).max())
assert np.abs(on_shell).max() > 0.1
assert abs(off_shell.sum()) > 0.01

# --- forbidden reference vector: k.n = 0 ---
n_bad = np.array([0.0, 1, 0, 0])
bad_norms = np.linalg.eigvalsh(complement(k, n_bad)[1])
assert abs(bad_norms[0]) < 1e-12 and bad_norms[1] > 0.1


def show(vector, digits=4):
    return ' '.join(f'{x:.{digits}f}' for x in np.round(np.real(vector), digits) + 0.0)


print(f'random (k,n) pairs tested: {tested}, largest deviation {worst:.0e}')
print('Compton example, momenta in units of m, squared amplitudes in e^4')
print(f'photon energy in: {omega:.4f} m, angle {np.degrees(theta):.1f} deg')
print(f'photon energy out: {omega_out:.4f} m')
print('k     =', show(k), 'm')
print('k_out =', show(k_out), 'm')
print('p_out =', show(p_out), 'm')
n_ex = references['(0,1,0,2)']
print(f'n=(0,1,0,2): n.n = {dot(n_ex, n_ex):.2f}, k.n = {dot(k, n_ex):.2f} m')
print('explicit polarization sum for this n, rows mu=0..3 (no unit):')
eps_ex = polarizations(k, n_ex)
for row in eps_ex @ eps_ex.conj().T:
    print('  ', show(row, 2))
print('incoming-photon sum, spin averaged (e^4):')
print('columns: explicit | -g part, mixed part, n.n part')
for label in ('full', 'single'):
    print('all diagrams:' if label == 'full' else 'absorption-first diagram only:')
    for name in references:
        value, parts = table[name, label]
        print(f'  n={name}: {value:.4f} |', show(parts))
print(f'both photon sums replaced by -g: {both_metric:.4f} e^4')
print(f'Klein-Nishina expression: {klein_nishina:.4f} e^4')
print(f'largest |k.M|, all diagrams: {ward_residual:.0e} e^2 m')
print(f'largest |k.M|, one diagram: {np.abs(contact).max():.4f} e^2 m')
print('M^mu, spin up to up, in-plane outgoing polarization (e^2):')
print('  all diagrams, real:', show(one_full))
print('  all diagrams, imag:', show(one_full.imag))
print('  absorption first, real:', show(one_single))
print('  absorption first, imag:', show(one_single.imag))
print(f'  |M1|^2+|M2|^2 = {transverse:.4f} e^4, -M.M* = {covariant:.4f} e^4')
print('line with two arbitrary vertices, k inserted (arbitrary units):')
print('  sizes of the three insertions:', show(np.abs(on_shell)))
print(f'  size of their sum, ends on shell: {abs(on_shell.sum()):.0e}')
print(f'  size of sum, one end off shell: {abs(off_shell.sum()):.4f}')
print('k.n=0, n=(0,1,0,0): -g norms in complement:', show(bad_norms))
print('all assertions hold')
```

Printed output:

```
random (k,n) pairs tested: 200, largest deviation 5e-12
Compton example, momenta in units of m, squared amplitudes in e^4
photon energy in: 1.0000 m, angle 60.0 deg
photon energy out: 0.6667 m
k     = 1.0000 0.0000 0.0000 1.0000 m
k_out = 0.6667 0.5774 0.0000 0.3333 m
p_out = 1.3333 -0.5774 0.0000 0.6667 m
n=(0,1,0,2): n.n = -5.00, k.n = -2.00 m
explicit polarization sum for this n, rows mu=0..3 (no unit):
   0.25 -0.50 0.00 0.25
   -0.50 1.00 0.00 -0.50
   0.00 0.00 1.00 0.00
   0.25 -0.50 0.00 0.25
incoming-photon sum, spin averaged (e^4):
columns: explicit | -g part, mixed part, n.n part
all diagrams:
  n=(1,0,0,0): 2.8333 | 2.8333 0.0000 0.0000
  n=(1,1,0,0): 2.8333 | 2.8333 0.0000 0.0000
  n=(0,1,0,2): 2.8333 | 2.8333 0.0000 0.0000
absorption-first diagram only:
  n=(1,0,0,0): 2.8333 | 1.3333 2.1667 -0.6667
  n=(1,1,0,0): 3.2113 | 1.3333 1.8780 0.0000
  n=(0,1,0,2): 3.1443 | 1.3333 0.9777 0.8333
both photon sums replaced by -g: 2.8333 e^4
Klein-Nishina expression: 2.8333 e^4
largest |k.M|, all diagrams: 4e-16 e^2 m
largest |k.M|, one diagram: 2.1602 e^2 m
M^mu, spin up to up, in-plane outgoing polarization (e^2):
  all diagrams, real: 2.5390 -0.8487 0.0000 2.5390
  all diagrams, imag: 0.0000 0.0000 -0.3858 0.0000
  absorption first, real: 2.1381 -0.6172 0.0000 1.3363
  absorption first, imag: 0.0000 0.0000 -0.6172 0.0000
  |M1|^2+|M2|^2 = 0.8690 e^4, -M.M* = 0.8690 e^4
line with two arbitrary vertices, k inserted (arbitrary units):
  sizes of the three insertions: 12.1253 67.8115 79.3385
  size of their sum, ends on shell: 3e-14
  size of sum, one end off shell: 29.9198
k.n=0, n=(0,1,0,0): -g norms in complement: 0.0000 1.0000
all assertions hold
```
